# Threefold Rotation and p-d Pairing at K in Monolayer MoS2: a numerical check

```python
"""Monolayer MoS2 at the zone corner K: the six mirror-even p-d Bloch states
split into three 2x2 blocks (d0,p-), (d+,p+), (d-,pz).

d0 = d_z2, d+- = (d_x2-y2 +- i d_xy)/sqrt2, p+- = (px +- i py)/sqrt2.
Even S states: (top+bottom)/sqrt2 for px, py; (top-bottom)/sqrt2 for pz.
Two-centre hoppings: pd = (sigma, pi), bond vector taken from Mo to S;
dd = (sigma, pi, delta); pp = (sigma, pi). Energies in eV, lengths in nm.
The full 11-orbital Hamiltonian is summed bond by bond from real orbitals and
compared with the closed block formulas.
"""
import numpy as np
from scipy import constants as const

r2, r3 = np.sqrt(2), np.sqrt(3)
# d orbitals as traceless tensors: z2, x2-y2, xy, xz, yz
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-1, -1, 2]) / np.sqrt(6)
Q[1] = np.diag([1, -1, 0]) / r2
for n, (i, j) in zip((2, 3, 4), ((0, 1), (0, 2), (1, 2))):
    Q[n, i, j] = Q[n, j, i] = 1 / r2


def hop_dp(u, V):
    q = np.einsum('aij,i,j->a', Q, u, u)
    return (V[0] * np.sqrt(1.5) * np.outer(q, u)
            + V[1] * r2 * (Q @ u - np.outer(q, u)))


def hop_dd(u, V):
    q = np.einsum('aij,i,j->a', Q, u, u)
    w = Q @ u - np.outer(q, u)
    sig, pi = 1.5 * np.outer(q, q), 2 * w @ w.T
    return V[0] * sig + V[1] * pi + V[2] * (np.eye(5) - sig - pi)


def hop_pp(u, V):
    return V[1] * np.eye(3) + (V[0] - V[1]) * np.outer(u, u)


def sulfur_vectors(a):
    ang = -np.pi / 2 + 2 * np.pi / 3 * np.arange(3)
    return a / r3 * np.array([np.cos(ang), np.sin(ang)]).T


def bonds(P, far=False):
    """In-plane displacements and 11x11 hopping matrices.
    Order: five d, three p on top S, three p on bottom S."""
    a, h = P['a'], P['h']
    onsite = np.diag([P['e0'], P['e2'], P['e2'], P['e1'], P['e1']]
                     + 2 * [P['ep'], P['ep'], P['ez']]).astype(float)
    vertical = hop_pp(np.array([0, 0, 1.0]), P['pp'])
    onsite[5:8, 8:] = vertical
    onsite[8:, 5:8] = vertical
    D, M = [np.zeros(2)], [onsite]
    for n in range(6):
        u = np.array([np.cos(n * np.pi / 3), np.sin(n * np.pi / 3), 0])
        m = np.zeros((11, 11))
        m[:5, :5] = hop_dd(u, P['dd'])
        m[5:8, 5:8] = m[8:, 8:] = hop_pp(u, P['pp'])
        D.append(a * u[:2])
        M.append(m)
    near = sulfur_vectors(a)
    b1 = np.hypot(a / r3, h)
    b2 = np.hypot(2 * a / r3, h)
    shells = [(near, 1.0)]
    if far:  # second Mo-S shell, rough power-law decay of the hopping
        shells.append((-2 * near, (b1 / b2)**3.5))
    for vectors, scale in shells:
        for v in vectors:
            m = np.zeros((11, 11))
            for first, z in ((5, h), (8, -h)):
                u = np.array([v[0], v[1], z])
                u = u / np.linalg.norm(u)
                m[:5, first:first + 3] = scale * hop_dp(u, P['pd'])
            D += [v, -v]
            M += [m, m.T]
    return np.array(D), np.array(M)


def bloch(k, B):
    return np.tensordot(np.exp(1j * np.asarray(k) @ B[0].T), B[1], 1)


# even basis in the order d0,p-, d+,p+, d-,pz ; and the odd basis
U = np.zeros((11, 6), complex)
U[0, 0] = 1
for col, sign in ((2, 1), (4, -1)):
    U[1, col], U[2, col] = 1 / r2, sign * 1j / r2
for col, sign in ((1, -1), (3, 1)):
    U[[5, 8], col] = 0.5
    U[[6, 9], col] = sign * 0.5j
U[7, 5], U[10, 5] = 1 / r2, -1 / r2
ODD = np.zeros((11, 5))
ODD[3, 0] = ODD[4, 1] = 1
ODD[5, 2] = ODD[6, 3] = ODD[7, 4] = ODD[10, 4] = 1 / r2
ODD[8, 2] = ODD[9, 3] = -1 / r2


def even(H):
    return U.conj().T @ H @ U


def off_block(H6):
    X = H6.copy()
    for n in (0, 2, 4):
        X[n:n + 2, n:n + 2] = 0
    return abs(X).max()


def block_formulas(P):
    b = np.hypot(P['a'] / r3, P['h'])
    s, c = P['a'] / r3 / b, P['h'] / b
    S, Pi = P['pd']
    ds, dp, dl = P['dd']
    ps, pp = P['pp']
    T = [3j * s * ((c*c - s*s/2) * S - r3 * c*c * Pi),
         3j / r2 * s * (r3/2 * s*s * S + (1 + c*c) * Pi),
         -3 * c * s*s * (r3/2 * S - Pi)]
    Ed0 = P['e0'] - 0.75 * (ds + 3 * dl)
    Ed2 = P['e2'] - 1.5 * (0.75 * ds + dp + 0.25 * dl)
    Ep = P['ep'] + pp - 1.5 * (ps + pp)
    Ez = P['ez'] - ps - 3 * pp
    return [(Ed0, Ep, T[0]), (Ed2, Ep, T[1]), (Ed2, Ez, T[2])], s, c


def corner(a):
    return np.array([4 * np.pi / (3 * a), 0.0])


# Test: two-centre tensor rules against overlaps of Gaussian orbitals
x, wx = np.polynomial.hermite.hermgauss(8)
grid = np.array(np.meshgrid(x, x, x, indexing='ij')).reshape(3, -1).T / r2
weight = np.einsum('i,j,k->ijk', wx, wx, wx).ravel()


def gaussian_overlaps(u, length=1.3):
    A = grid + length * u / 2
    B = grid - length * u / 2
    dA = np.einsum('ni,aij,nj->an', A, Q, A)
    dB = np.einsum('ni,aij,nj->an', B, Q, B)
    return (dA * weight) @ B, (dA * weight) @ dB.T, (A.T * weight) @ B


zdp, zdd, zpp = gaussian_overlaps(np.array([0, 0, 1.0]))
tilt = np.array([0.36, -0.48, 0.8])
tdp, tdd, tpp = gaussian_overlaps(tilt)
assert np.allclose(tdp, hop_dp(tilt, (zdp[0, 2], zdp[3, 0])), atol=1e-10)
assert np.allclose(tdd, hop_dd(tilt, (zdd[0, 0], zdd[3, 3], zdd[1, 1])),
                   atol=1e-10)
assert np.allclose(tpp, hop_pp(tilt, (zpp[2, 2], zpp[0, 0])), atol=1e-10)

# Rough round parameters in the regime of monolayer MoS2
par = dict(a=0.316, h=0.156, e0=0.0, e1=0.0, e2=-0.6, ep=-3.0, ez=-3.0,
           pd=(2.6, -1.2), dd=(-1.0, 0.3, 0.1), pp=(1.0, -0.2))

# Test: block structure and closed formulas, example and random parameters
rng = np.random.default_rng(4)
cases = [par]
for _ in range(5):
    v = rng.normal(size=12)
    cases.append(dict(a=0.3 + 0.1 * rng.random(), h=0.1 + 0.1 * rng.random(),
                      e0=v[0], e1=v[1], e2=v[2], ep=v[3], ez=v[4],
                      pd=v[5:7], dd=v[7:10], pp=v[10:12]))
for P in cases:
    B = bonds(P)
    H = bloch(corner(P['a']), B)
    H6 = even(H)
    assert np.allclose(H, H.conj().T, atol=1e-11)
    assert abs(U.conj().T @ H @ ODD).max() < 1e-11
    assert off_block(H6) < 1e-11
    for n, (Ed, Ep, T) in enumerate(block_formulas(P)[0]):
        want = np.array([[Ed, T], [np.conj(T), Ep]])
        assert np.allclose(H6[2*n:2*n+2, 2*n:2*n+2], want, atol=1e-11)
    swap = [0, 3, 4, 1, 2, 5]  # exchange of + and - labels at -K
    Hm = even(bloch(-corner(P['a']), B))[np.ix_(swap, swap)]
    assert off_block(Hm) < 1e-11

B = bonds(par)
K = corner(par['a'])
H = bloch(K, B)
off_K = off_block(even(H))
off_half = off_block(even(bloch(K / 2, B)))
assert off_half > 0.1

# Test: threefold rotation commutes with H only with the Bloch phase
ct, st = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
R = np.array([[ct, -st, 0], [st, ct, 0], [0, 0, 1]])
delta = sulfur_vectors(par['a'])
bloch_phase = np.exp(1j * K @ (delta[0] - delta[1]))


def rotation(phase):
    C = np.zeros((11, 11), complex)
    C[:5, :5] = np.einsum('aij,jk,bkl,il->ab', Q, R, Q, R)
    C[5:8, 5:8] = C[8:, 8:] = phase * R
    return C


C = rotation(bloch_phase)
C0 = rotation(1.0)
assert abs(C @ H - H @ C).max() < 1e-11
assert abs(C0 @ H - H @ C0).max() > 0.1
C6 = even(C)
assert np.allclose(C6, np.diag(np.diag(C6)), atol=1e-12)
labels = np.rint(np.angle(np.diag(C6)) / (2 * np.pi / 3)).astype(int) % 3
assert all(labels[0::2] == labels[1::2]) and len(set(labels[0::2])) == 3

# Levels and d weights from the formulas, tested on the 11-orbital solution
blocks, s, c = block_formulas(par)
low, up, dweight = [], [], []
for Ed, Ep, T in blocks:
    root = np.sqrt((Ed - Ep)**2 / 4 + abs(T)**2)
    low.append((Ed + Ep) / 2 - root)
    up.append((Ed + Ep) / 2 + root)
    dweight.append(0.5 * (1 + (Ed - Ep) / (2 * root)))
E11, V11 = np.linalg.eigh(H)
for level in low + up:
    assert min(abs(E11 - level)) < 1e-10
for level, wd in zip(up, dweight):
    vec = V11[:, np.argmin(abs(E11 - level))]
    assert abs(np.sum(abs(vec[:5])**2) - wd) < 1e-9
# fourteen electrons fill seven orbital levels
assert abs(E11[6] - up[1]) < 1e-10 and abs(E11[7] - up[0]) < 1e-10
gap = up[0] - up[1]

# Zone scan for the band edges of the model
N = 48
lattice = par['a'] * np.array([[1, 0], [0.5, r3 / 2]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
frac = np.array([(i / N, j / N) for i in range(N) for j in range(N)])
bands = np.linalg.eigvalsh(bloch(frac @ recip, B))
vb_excess = bands[:, 6].max() - E11[6]
cb_excess = bands[:, 7].min() - E11[7]
cb_place = frac[np.argmin(bands[:, 7])]
gamma_v = np.linalg.eigvalsh(bloch(np.zeros(2), B))[6] - E11[6]

# Neglected: second Mo-S shell (the blocks must survive)
Hfar = even(bloch(K, bonds(par, far=True)))
assert off_block(Hfar) < 1e-11
up_far = [np.linalg.eigvalsh(Hfar[n:n+2, n:n+2])[1] for n in (0, 2, 4)]
far_ratio = (np.hypot(par['a'] / r3, par['h'])
             / np.hypot(2 * par['a'] / r3, par['h']))**3.5

# Neglected: spin-orbit coupling lambda L.S on Mo and S
lam_Mo, lam_S = 0.075, 0.05
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
Lp = -1j * eps
Ld = np.array([np.einsum('aij,bji->ab', Q,
                         np.array([l @ q + q @ l.T for q in Q])) for l in Lp])
assert np.allclose(sum(l @ l for l in Ld), 6 * np.eye(5))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
Hso = np.kron(H, np.eye(2))
for k in range(3):
    L = np.zeros((11, 11), complex)
    L[:5, :5] = lam_Mo * Ld[k]
    L[5:8, 5:8] = L[8:, 8:] = lam_S * Lp[k]
    Hso = Hso + np.kron(L, pauli[k] / 2)
Eso = np.linalg.eigvalsh(Hso)
split_v, split_c = Eso[13] - Eso[12], Eso[15] - Eso[14]
split_first = 2 * lam_Mo * dweight[1] + lam_S * (1 - dweight[1])
assert abs(split_v - split_first) < 0.01  # second order in lambda/gap

# Neglected: perpendicular gate field, unscreened
field = 1.0                      # MV/cm
step = field * 0.1 * par['h']    # eV on each S layer
Hf = H + np.diag([0] * 5 + [step] * 3 + [-step] * 3)
Ef = np.linalg.eigvalsh(Hf)
gap_field = (Ef[7] - Ef[6]) - gap


# Neglected: mixing of blocks at a finite distance q from K
def mixing(q):
    vec = np.linalg.eigh(even(bloch(K + np.array([q, 0]), B)))[1]
    w = abs(vec)**2
    return w[2:, 4].sum(), w[[0, 1, 4, 5], 3].sum()


for one, two in zip(mixing(1e-3), mixing(2e-3)):
    assert abs(two / one - 4) < 0.1
density = 1e13                                # per cm^2
kF = np.sqrt(np.pi * density * 1e-14)         # two spins, two valleys
mix_c, mix_v = mixing(kF)
kT = const.k * 300 / const.e
hartree = const.value('Hartree energy in eV')

print(f"lattice constant a = {par['a']:.3f} nm, S height = {par['h']:.3f} nm")
print(f"on-site d0, d+-, d_xz/yz = {par['e0']}, {par['e2']}, {par['e1']} eV")
print(f"on-site p_xy, p_z = {par['ep']}, {par['ez']} eV")
print(f"pd sigma, pi = {par['pd']} eV")
print(f"dd sigma, pi, delta = {par['dd']} eV")
print(f"pp sigma, pi = {par['pp']} eV")
print(f"Mo-S bond length = {np.hypot(par['a']/r3, par['h']):.4f} nm")
print(f"direction cosines s, c = {s:.4f}, {c:.4f}")
print(f"K = {K[0]:.3f} 1/nm along x")
names = ('d0,p-', 'd+,p+', 'd-,pz')
for n, name in enumerate(names):
    Ed, Ep, T = blocks[n]
    print(f"block ({name}): C3 eigenvalue omega^{labels[2*n]}")
    print(f"  E_d = {Ed:.4f}, E_p = {Ep:.4f} eV")
    print(f"  T = {T.real:.4f} + ({T.imag:.4f}) i eV")
    print(f"  levels = {low[n]:.4f}, {up[n]:.4f} eV")
    print(f"  d weight of upper level = {dweight[n]:.4f}")
print(f"largest off-block element at K = {off_K:.1e} eV")
print(f"largest off-block element at K/2 = {off_half:.3f} eV")
print(f"gap at K = {gap:.4f} eV = {gap/hartree:.5f} hartree")
print(f"zone valence maximum minus K valence = {vb_excess:.4f} eV")
print(f"Gamma valence minus K valence = {gamma_v:.4f} eV")
print(f"zone conduction minimum minus K conduction = {cb_excess:.4f} eV")
print(f"  at reciprocal fractions {cb_place[0]:.3f}, {cb_place[1]:.3f}")
print(f"second-shell Mo-S hopping ratio = {far_ratio:.3f}")
print(f"gap at K with second shell = {up_far[0]-up_far[1]:.4f} eV")
print(f"spin-orbit lambda Mo, S = {lam_Mo}, {lam_S} eV")
print(f"valence spin splitting, full = {1e3*split_v:.1f} meV")
print(f"valence spin splitting, first order = {1e3*split_first:.1f} meV")
print(f"conduction spin splitting, full = {1e3*split_c:.1f} meV")
print(f"gate field = {field:.1f} MV/cm, S-layer shift = {1e3*step:.1f} meV")
print(f"gap change by gate field = {1e3*gap_field:.2e} meV")
print(f"sheet density = {density:.0e} cm^-2, kF = {kF:.3f} 1/nm")
print(f"conduction weight outside its block at kF = {100*mix_c:.2f} %")
print(f"valence weight outside its block at kF = {100*mix_v:.2f} %")
print(f"thermal energy at 300 K = {1e3*kT:.2f} meV")
print("checks complete")
```

Output:

```
lattice constant a = 0.316 nm, S height = 0.156 nm
on-site d0, d+-, d_xz/yz = 0.0, -0.6, 0.0 eV
on-site p_xy, p_z = -3.0, -3.0 eV
pd sigma, pi = (2.6, -1.2) eV
dd sigma, pi, delta = (-1.0, 0.3, 0.1) eV
pp sigma, pi = (1.0, -0.2) eV
Mo-S bond length = 0.2400 nm
direction cosines s, c = 0.7600, 0.6499
K = 13.256 1/nm along x
block (d0,p-): C3 eigenvalue omega^0
  E_d = 0.5250, E_p = -4.4000 eV
  T = 0.0000 + (2.7931) i eV
  levels = -5.6611, 1.7861 eV
  d weight of upper level = 0.8307
block (d+,p+): C3 eigenvalue omega^1
  E_d = 0.0375, E_p = -4.4000 eV
  T = -0.0000 + (-0.6548) i eV
  levels = -4.4946, 0.1321 eV
  d weight of upper level = 0.9796
block (d-,pz): C3 eigenvalue omega^2
  E_d = 0.0375, E_p = -3.4000 eV
  T = -3.8873 + (0.0000) i eV
  levels = -5.9316, 2.5691 eV
  d weight of upper level = 0.7022
largest off-block element at K = 3.2e-15 eV
largest off-block element at K/2 = 2.143 eV
gap at K = 1.6540 eV = 0.06078 hartree
zone valence maximum minus K valence = -0.0000 eV
Gamma valence minus K valence = -0.1197 eV
zone conduction minimum minus K conduction = -0.1965 eV
  at reciprocal fractions 0.708, 0.854
second-shell Mo-S hopping ratio = 0.172
gap at K with second shell = 1.7346 eV
spin-orbit lambda Mo, S = 0.075, 0.05 eV
valence spin splitting, full = 148.3 meV
valence spin splitting, first order = 148.0 meV
conduction spin splitting, full = 7.7 meV
gate field = 1.0 MV/cm, S-layer shift = 15.6 meV
gap change by gate field = 7.26e-03 meV
sheet density = 1e+13 cm^-2, kF = 0.560 1/nm
conduction weight outside its block at kF = 2.32 %
valence weight outside its block at kF = 1.84 %
thermal energy at 300 K = 25.85 meV
checks complete
```
